Drain Share of Channel Charge from Weak to Strong Inversion, part 2

How much of the mobile charge in a saturated n-channel MOS transistor belongs to the drain? The first derivation weighted the charge by x/L; the second, continued here, follows slow filling of the channel.

Position x runs from source (0) to drain (L); W is gate width, ξ = x/L, y = 1 − ξ. Q is electron charge magnitude per area, ψ surface potential, V_g gate voltage above flat band, C oxide capacitance per area, n the constant slope factor, μ mobility, U_T = kT/e. Primes mean d/dx. Current I is positive for electrons moving towards +x: I = −∂Φ/∂x, Φ = μW[Q²/(2nC) + U_T Q]. Averaging charge conservation along the channel gave

I(L,t) = I_transport − dQ_D/dt,  Q_D = W∫₀ᴸ (x/L) Q dx.  (5)

Dimensionless quantities: q = Q/(2nCU_T), equal to a at the source (printed qs) and q_d, taken as zero, at the drain; i = I/(2nCU_T² μW/L); τ = μU_T t/L². Total and drain charges q_I, q_D have unit 2nCU_T WL. The drain's share S = q_D/q_I is

S(a) = (16a² + 25a + 10)/[10(1 + a)(3 + 4a)].  (8)

With F = q² + q, and F_s = a² + a at the source,

∂q/∂τ = ∂²F/∂y²,  i = ∂F/∂y.  (11)

For slow filling F = F_s y + F₁. With u = √(1 + 4F_s y), the first-order correction F₁ vanishes at y = 0 and y = 1 and obeys

∂²F₁/∂y² = (y/u) dF_s/dτ.  (12)

Example: oxide 5 nm, gate 10 µm by 10 µm, doping N = 10¹⁷ cm⁻³, μ = 400 cm²/Vs, 300 K, drain bias 1.50 V, intrinsic density n_i = 10¹⁰ cm⁻³. For V_g = 0.90, 1.15 and 1.90 V, a = 0.000198, 0.3688 and 11.337. In the table, "marched" means numerical integration of the steady equation, "charge sheet" keeps the full variation of √ψ, phi_F = U_T ln(N/n_i), and the body factor is γ in the depletion charge γC√ψ.

**The current at the drain.** Integrate (12) once from the drain:

∂F₁/∂y = A + H(y) dF_s/dτ,  H(y) = ∫₀ʸ (y₁/u₁) dy₁,

where A is the slope of F₁ at the drain and u₁ is u evaluated at y₁. A second integration, from y = 0 to y = 1, must give zero because F₁ vanishes at both ends. Hence

A = −G dF_s/dτ,  G = ∫₀¹ H(y) dy.

By (11) the drain current is the slope of F at y = 0:

i_D = F_s − G dF_s/dτ.  (13)

The first term is the transport current for the instantaneous source charge. The second is the storage current. It is negative because some of the electrons leaving the source stay in the channel and do not reach the drain.

To find H, use u as the variable. From u² = 1 + 4F_s y follow y = (u² − 1)/(4F_s) and dy = u du/(2F_s). The factor u cancels the denominator:

H = [1/(8F_s²)]∫₁ᵘ (v² − 1) dv

= (u³ − 3u + 2)/(24F_s²).

The constant 2 comes from the lower limit, where v³/3 − v = −2/3. The same substitution gives G. At the source u = U = 2a + 1, so

G = [1/(48F_s³)]∫₁ᵁ (u⁴ − 3u² + 2u) du

= (U⁵/5 − U³ + U² − 1/5)/(48F_s³)

= (U⁵ − 5U³ + 5U² − 1)/(240F_s³).

The numerator factors as (U − 1)³(U² + 3U + 1). Multiplication confirms this: the terms in U⁴ and in U cancel, and those in U³ and U² have coefficients 1 − 9 + 3 = −5 and −3 + 9 − 1 = 5. Also F_s = (U² − 1)/4 = (U − 1)(U + 1)/4. Therefore

G = 4(U² + 3U + 1)/[15(U + 1)³].

Finally U + 1 = 2(1 + a), and U² + 3U + 1 = 4a² + 10a + 5. The result is

G = (4a² + 10a + 5)/[30(1 + a)³].  (14)

**The total storage current.** The difference between the source and drain currents is the rate at which the whole channel fills. It equals the difference between the slopes of F₁ at y = 1 and y = 0, or H(1) dF_s/dτ. Since U³ − 3U + 2 = (U − 1)²(U + 2),

H(1) = (U − 1)²(U + 2)/(24F_s²)

= 2(U + 2)/[3(U + 1)²]

= (2a + 3)/[6(1 + a)²].  (15)

The part of a small added charge that appears in the drain's storage current is

S_c = G/H(1) = (4a² + 10a + 5)/[5(1 + a)(2a + 3)].  (16)

I call this the charging share, to distinguish it from S, which refers to all the charge present. Its dependence on a is easily read. Put p = 2a² + 5a. Since (1 + a)(2a + 3) = p + 3,

S_c = (2p + 5)/[5(p + 3)] = 2/5 − 1/[5(p + 3)].

Because p grows with a, the charging share rises steadily from 1/3 to 2/5.

**From added charge to charge present.** Start with an empty channel, a = 0, where both charges vanish, and fill it slowly. Equation (13) says that dq_D = G dF_s. Since dF_s = (2a + 1) da,

q_D = ∫₀ᵃ (2b + 1)(4b² + 10b + 5)/[30(1 + b)³] db,

where b is the source charge during filling. Put z = 1 + b. Then 2b + 1 = 2z − 1 and 4b² + 10b + 5 = 4z² + 2z − 1. Their product is 8z³ − 4z + 1, and therefore

q_D = (1/30)∫₁^(1+a) (8 − 4/z² + 1/z³) dz.

With Z = 1 + a, the integral is

8(Z − 1) + 4(1/Z − 1) − (1/2)(1/Z² − 1).

Take out the factor (Z − 1)/(2Z²). The three terms become 16Z², −8Z and Z + 1, respectively, so

q_D = (Z − 1)(16Z² − 7Z + 1)/(60Z²)

= a(16a² + 25a + 10)/[60(1 + a)²].

The total charge follows from dq_I = H(1) dF_s. Here (2b + 1)(2b + 3) = (2z − 1)(2z + 1) = 4z² − 1, so

q_I = (1/6)∫₁^(1+a) (4 − 1/z²) dz

= [4(Z − 1) + 1/Z − 1]/6

= (Z − 1)(4Z − 1)/(6Z)

= a(4a + 3)/[6(1 + a)].

The ratio of the two charges is again S(a). Neither integral used the weight x/L.

This route also gives a second reason for the rise. Since dq_D = S_c dq_I, the share S is the average of S_c over the charge already added. The average of a rising quantity lies below its current value, so each further addition raises the average. Hence S_c > S for a > 0, and both tend to the same limits.

The difference matters when a storage current is estimated. At a = 2.05 the share of the charge present is 0.376, while the share of a small added charge is 0.391. A numerical solution of (11) tests the latter value. The channel was divided into 100 cells, and a was raised linearly from 2 to 2.05 during one unit of τ. At the end, the transport current F_s minus the computed drain current, divided by the source current minus the drain current, was 0.39076. Equation (16) also gives 0.39076. The agreement in the last digit is partly accidental, since the cell size and the finite ramp rate can shift the computed value by several units in the fifth decimal place.

**What each derivation assumes.** Both use the gradual channel, constant n, constant mobility, Boltzmann electrons and an empty drain end. They differ in where slowness enters and in what is known before the integration begins.

The first derivation obtains the weight x/L without assuming slow change. It needs the current to be the gradient of a local function of charge, because only then does averaging along the channel leave a transport term fixed by the end charges. Slowness enters afterwards, when the actual profile is replaced by the steady one. The weight also applies when the drain end is not empty, and it then defines a drain charge for any pair of end charges.

The second derivation assumes slow change from the start and keeps only the first order in the rate. In return, the drain's storage current comes out of the boundary conditions, and no rule of division has to be supplied. What it gives directly is the added charge. A stored charge follows after integration from an empty channel. With a single variable, a, that integral always defines a function. If both end charges varied, one would have to show that the result did not depend on the path of filling; for the present current law the first derivation shows this, by exhibiting the function.

Slow change has a definite scale here. At V_g = 1.90 V the charge divided by the current is 292.3 fC/57.08 µA = 5.1 ns. At V_g = 0.90 V it is 0.004102 fC/(8.484 × 10⁻⁵ µA) = 48 ns. The quasi-static charges describe signals that change little over such times. This condition is on the safe side: the slowest relaxation of (11) towards its steady profile takes 0.64 ns at V_g = 1.90 V and L²/(π²μU_T) = 9.8 ns at 0.90 V. The weakly inverted channel sets the stricter condition, because its electrons cross by diffusion.

A mobility that depends on the local charge preserves the first argument, since the current is still the gradient of a local function. A mobility that depends on the field along the channel does not. Suppose it is μ/(1 + μψ′/v), with v the saturation velocity. Then

I(1 + μψ′/v) = −∂Φ/∂x,

where Φ is the function used in the first half. Only an average of I with the weight 1 + μψ′/v is now fixed by the end charges. Repeating the averaging argument replaces x/L by

[x + (μ/v)(ψ − ψ_s)]/[L + (μ/v)(ψ_d − ψ_s)],

where ψ_s and ψ_d are the end potentials. This weight changes with bias, so the storage current need not be the time derivative of a charge defined with x/L.

**The model beside a real transistor.** The example's dimensions, doping and voltages lie in the regime of a long-channel silicon transistor for analogue circuits; they are rough, round values, and the uniform doping is a simplification. In such a device the electron velocity is limited, so the drain end cannot be empty. With v = 10⁷ cm/s, the parameter λ = μU_T/(vL) is 0.00103, and the requirement that the current be carried at velocity v gives q_d = λi = 0.141 at V_g = 1.90 V. Keeping the weight x/L, the share becomes 0.396 instead of 0.394. The change of weight just described is governed by 2λ(a − q_d) = 0.023. Applied to the same velocity-limited profile, the changed weight gives 0.393, slightly below the original 0.394. The net shift is therefore small, and its sign depends on which weight is used. A mobility falling as the −0.3 power of the vertical field, a rough law, lowers the share to 0.391. For comparison, the calculated rise between the lowest and highest gate voltages is 0.061.

The depletion region at the drain raises a question of definition. A simple depletion estimate makes it 109 nm long at V_g = 1.90 V. If the charge is confined to the remaining channel but still weighted by x/L with the full gate length, the share falls to 0.390. However, a region of fixed length that stores negligible charge passes the current on unchanged. The averaging argument then applies to the shortened channel alone, with its own length in the weight, and the share stays at 0.394. The stored charge is indeed small here: q_d times the fraction 0.0109 of the length is about 0.0015, against q_I = 7.4. The lower number therefore measures sensitivity to the chosen length, not a loss of drain current. In a channel not much longer than this region, the gradual approximation itself fails, and formula (8) is no longer a safe guide.

The other estimates concern the electron gas and the oxide. At V_g = 1.90 V the sheet density is 0.68 of the number of states per kT in the lowest subband of the lowest valley pair. Placing all electrons there overstates the degeneracy, since at 300 K only about half of them occupy that subband. The degenerate diffusion constant nevertheless changes the share by only about 0.0001, because drift dominates where the density is high. An inversion layer 1.8 nm thick, a variational estimate for the lowest subband alone, treated as extra oxide at the same gate voltage, changes it by 0.0003. The accompanying quantum shift of threshold is not included in that figure; it mainly changes the gate voltage needed for a given a. A self-consistent Schrödinger-Poisson solution with all six valleys places the electrons deeper, on average 2.4 nm at the source and 2.8 nm at the drain. At the same gate voltage it gives a = 10.1 and a share of 0.393, within about 0.0004 of formula (8) at that a.

Temperature acts mainly through a. At V_g = 1.15 V, held fixed relative to flat band, heating from 300 K to 360 K raises a from 0.37 to 0.89 and the share from 0.349 to 0.362, if n_i is scaled with a gap fixed at 1.12 eV. That scaling understates the growth of n_i. With the narrowing of the gap included, n_i grows about 65-fold instead of 49-fold, a reaches about 1.1 and the share about 0.365. At fixed applied gate voltage the change would also include the shift of the flat-band voltage.

The formula describes only the channel's part of the drain's storage current. In a real transistor the gate also overlaps the drain slightly. An assumed overlap of 20 nm adds a capacitance of 1.4 fF. The channel's drain charge changes with gate voltage by about 0.045 fF at V_g = 0.90 V and about 170 fF at 1.90 V. The overlap is therefore a small correction in strong inversion, but in weak inversion it hides the channel's share.

The oxide field at V_g = 1.90 V is 1.8 MV/cm, well below a rough breakdown field of 10 MV/cm, and the estimated tunnelling current is a negligible part of the drain current: about 10⁻²⁰ of it for an assumed oxide mass of 0.5 electron masses, and about 10⁻¹⁷ for 0.4. Impact ionization at the drain should be weak at this gate voltage, because an electron leaving the channel falls through only about 0.9 V, less than the silicon gap of 1.12 V. At V_g = 1.15 V and 0.90 V the fall is about 1.6 V and 1.8 V, so this argument does not cover those cases. The 0.02 ionization events per electron in the numerical output refer to the full junction drop of 2.5 V, which channel electrons do not cross. The numerical output lists the charges, currents, shares and drain-region lengths for all three gate voltages; the other neglected effects are evaluated only for the case named with each.

Table of computed values

```
SHARE FORMULA
qs =   0.01: share 0.33388, marched 0.33388
qs =   0.10: share 0.33850, marched 0.33850
qs =   1.00: share 0.36429, marched 0.36429
qs =  10.00: share 0.39323, marched 0.39323
qs = 100.00: share 0.39926, marched 0.39926
midpoint 11/30 at qs = 1.1514
ramp test at qs = 2.05: charging share 0.39076
  formula 0.39076, static 0.37614
EXAMPLE INPUTS
oxide 5.0 nm, L 10 um, W 10 um
doping 1.0e+17 cm^-3, T 300 K, drain 1.50 V
mobility 400 cm2/Vs, v_sat 1.0e+07 cm/s
UT 25.852 mV, C 0.6906 uF/cm2
body factor 0.2638 V^0.5, 2 phi_F 0.8334 V
WEAK: gate above flat band 0.90 V
  n 1.1597, qs 0.00019808, log10 qd -28.9
  drain current 8.484e-05 uA
  total charge 0.004102 fC
  drain charge 0.001367 fC
  share 0.33334, charge sheet 0.33334
  drain region 139 nm, share 0.32870
MODERATE: gate above flat band 1.15 V
  n 1.1391, qs 0.3688, log10 qd -25.3
  drain current 0.2123 uA
  total charge 8.174 fC
  drain charge 2.855 fC
  share 0.34929, charge sheet 0.34927
  drain region 138 nm, share 0.34446
STRONG: gate above flat band 1.90 V
  n 1.1053, qs 11.337, log10 qd -14.2
  drain current 57.08 uA
  total charge 292.3 fC
  drain charge 115.1 fC
  share 0.39396, charge sheet 0.39352
  drain region 109 nm, share 0.38967
NEGLECTED EFFECTS (strong case unless named)
transit time 5.120 ns
velocity saturation: qd 0.1412, share 0.39590
vertical-field mobility: share 0.39075
degeneracy: filling 0.681, share 0.39408
layer thickness 1.79 nm, share 0.39368
moderate at 360 K: qs 0.8864, share 0.36227
oxide field 1.82 MV/cm
gate/drain current 2.2e-20
drain peak field 0.277 MV/cm
ionizations per electron 0.024
```
